# Effective absorption of a cavity from uniform-flux averaging

## Same areas, different absorption

Two cavities have the same circular opening, 1 µm across, and the same ratio of wall area to opening area, 21. Their walls hold an arriving particle with probability 0.1. One is a truncated sphere and absorbs a fraction 0.700 of the particles that enter. The other is a cylindrical hole 5 µm deep and absorbs 0.50. The uniform-flux formula

\[
S_u=\frac{sA_w}{A_o+s(A_w-A_o)}
\]

gives 0.700 for both, since it contains the areas and no other property of the shape. Here \(s\) is the sticking probability per wall hit, \(A_o\) the opening area and \(A_w\) the wall area. The difference is not numerical noise: the formula is exact for the sphere and an upper bound for the hole.

## Model and conventions

The opening is flat and all walls lie on one side of it. \(A_w\) counts every surface a particle can strike, including the floor and both faces of a thin internal plate; it excludes the opening. Particles fly in straight lines without gas collisions, which requires a mean free path long compared with the cavity. For molecules 0.37 nm across at 300 K, the hard-sphere mean free path is about 10 µm at 700 Pa and only 0.07 µm at atmospheric pressure, so for micrometre cavities the model describes low-pressure processes. They enter with uniform flux \(\Gamma_0\), in particles per area and time, and with a cosine angular distribution. At each hit a particle sticks with constant probability \(s\), where \(0<s\le1\), or leaves at once with a cosine distribution independent of its arrival direction. The shape is held fixed, so a growing film requires new areas as it narrows the cavity.

Let \(\Gamma(x)\) be the flux arriving at wall point \(x\), before sticking is decided. The true effective absorption is

\[
S=\frac{s\int\Gamma\,dA}{\Gamma_0A_o}.
\tag{1}
\]

Integrals without a label run over the wall.

## Exchange and direct escape

A cosine emitter sends a fraction \(\cos\theta_x\,d\Omega/\pi\) of its particles into solid angle \(d\Omega\). An element \(dA_y\) at distance \(d\) subtends \(d\Omega=\cos\theta_y\,dA_y/d^2\). The probability of flying from \(x\) to \(dA_y\) is therefore \(K(x,y)\,dA_y\), with

\[
K(x,y)=\frac{\cos\theta_x\cos\theta_y}{\pi d^2}\,V(x,y).
\]

The angles are measured from the local normals, and \(V\) is 1 if the two points see each other and 0 otherwise. Visibility is mutual, so \(K(x,y)=K(y,x)\) even when walls shade one another.

A particle leaving \(x\) hits the wall or goes out through the opening. Its direct escape probability is

\[
b(x)=1-\int K(x,y)\,dA_y .
\tag{2}
\]

The same quantity is the integral of the exchange kernel from \(x\) over the opening. Because the kernel is symmetric, the flux reaching \(x\) directly from outside is \(\Gamma_0b(x)\).

Integrate that direct flux over the wall. A flat opening cannot see itself, so every entering particle makes its first hit on the wall. The total is \(\Gamma_0A_o\), and hence

\[
\int b\,dA=A_o,\qquad \bar b=\frac{A_o}{A_w}.
\tag{3}
\]

The overbar denotes a wall average. For the hole, tracing particles launched uniformly from the wall gives \(\bar b=0.0479\pm0.0005\), against \(1/21=0.0476\). Uncertainties here are one standard error.

## Flux balance and the uniform closure

The arriving flux has a direct part and a part re-emitted by other wall points:

\[
\Gamma(x)=\Gamma_0b(x)+(1-s)\int K(x,y)\Gamma(y)\,dA_y .
\tag{4}
\]

Integrate over \(x\). By symmetry and (2), \(\int K(x,y)\,dA_x=1-b(y)\), so

\[
\int\Gamma\,dA=\Gamma_0A_o+(1-s)\int\Gamma\,dA-(1-s)\int b\Gamma\,dA .
\]

Moving the second term on the right to the left leaves \(s\int\Gamma\,dA\) there. Thus

\[
\Gamma_0A_o=s\int\Gamma\,dA+(1-s)\int b\Gamma\,dA .
\tag{5}
\]

This is exact within the model: particles entering per unit time equal those absorbed plus those escaping.

Uniform-flux averaging replaces \(\Gamma(x)\) by one value \(\Gamma_w\). With (3), equation (5) becomes

\[
\Gamma_0A_o=\Gamma_w\left[sA_w+(1-s)A_o\right]
=\Gamma_w\left[A_o+s(A_w-A_o)\right].
\]

Therefore

\[
\frac{\Gamma_w}{\Gamma_0}=\frac{A_o}{A_o+s(A_w-A_o)},
\]

and \(S_u=sA_w\Gamma_w/(\Gamma_0A_o)\) gives the formula at the start. With \(\rho=A_w/A_o\), a convenient form for computation is

\[
S_u=\frac{s\rho}{1+s(\rho-1)} .
\tag{6}
\]

The factor \(1-s\) in the escape term must be kept, because a particle that has stuck cannot leave. Without it the result would be \(sA_w/(A_o+sA_w)\). For \(\rho=21\) this expression gives 0.9545 at \(s=1\), where every entering particle sticks at its first hit and the answer must be 1. At \(s=0.5\) it gives 0.9130, whereas tracing in the sphere gives \(0.9546\pm0.0003\).

## What the average discards

The closure can be corrected formally without assuming uniform flux. Define

\[
C=\int(b-\bar b)(\Gamma-\bar\Gamma)\,dA .
\]

Expanding the product gives \(\int b\Gamma\,dA=A_o\bar\Gamma+C\). Put this into (5) and write \(D=A_o+s(A_w-A_o)\):

\[
\Gamma_0A_o=D\bar\Gamma+(1-s)C .
\]

Solve for \(\bar\Gamma\) and insert it into \(S=sA_w\bar\Gamma/(\Gamma_0A_o)\):

\[
S=S_u\left[1-\frac{(1-s)C}{\Gamma_0A_o}\right].
\tag{7}
\]

The error is thus set by the correlation between arriving flux and ease of escape. If places near the mouth receive more flux and also lose re-emitted particles more readily, \(C\) is positive and the average overestimates absorption. The next argument shows that \(C\) cannot be negative for \(s<1\).

## Proof of the upper bound

Let \(r=1-s\), with \(0<r<1\). Write \(Kf\) for the integral of \(K(x,y)f(y)\) over the wall, \(\langle f,g\rangle\) for \(\int fg\,dA\), and \(\mathbf1\) for the function equal to 1 everywhere. Define \(M=1-rK\). Equation (4) becomes \(M\Gamma=\Gamma_0b\).

First, \(M\) is positive definite. From \(2f(x)f(y)\le f(x)^2+f(y)^2\), \(K\ge0\) and the symmetry of \(K\),

\[
\langle f,Kf\rangle\le\int f^2(1-b)\,dA\le\langle f,f\rangle .
\]

Hence \(\langle f,Mf\rangle\ge(1-r)\langle f,f\rangle=s\langle f,f\rangle\), so \(M\) has an inverse and a positive square root.

Next, express the source through \(M\). Since \(M\mathbf1=\mathbf1-rK\mathbf1\),

\[
b=\mathbf1-K\mathbf1
=\mathbf1-\frac{\mathbf1-M\mathbf1}{r}
=\frac{M\mathbf1-s\mathbf1}{r}.
\]

Applying \(M^{-1}\) gives

\[
\frac{\Gamma}{\Gamma_0}=\frac{\mathbf1-sM^{-1}\mathbf1}{r}.
\tag{8}
\]

The Cauchy–Schwarz inequality for \(M^{1/2}\mathbf1\) and \(M^{-1/2}\mathbf1\) reads

\[
A_w^2=\langle\mathbf1,\mathbf1\rangle^2
\le\langle\mathbf1,M\mathbf1\rangle
\langle\mathbf1,M^{-1}\mathbf1\rangle .
\]

By (2) and (3), \(\langle\mathbf1,K\mathbf1\rangle=A_w-A_o\). Thus \(\langle\mathbf1,M\mathbf1\rangle=A_w-r(A_w-A_o)=D\), and \(\langle\mathbf1,M^{-1}\mathbf1\rangle\ge A_w^2/D\). Integrating (8), where this term has a minus sign, gives

\[
\int\frac{\Gamma}{\Gamma_0}\,dA
\le\frac{1}{r}\left(A_w-\frac{sA_w^2}{D}\right)
=\frac{A_w(D-sA_w)}{rD}
=\frac{A_wA_o}{D}.
\]

The last step uses \(D-sA_w=(1-s)A_o=rA_o\). Multiplication by \(s/A_o\) yields

\[
S\le S_u .
\]

Equality for \(0<s<1\) requires \(M\mathbf1\) to be proportional to \(\mathbf1\). That means \(K\mathbf1\), and hence \(b\), is constant over the wall. Conversely, constant \(b\) makes \(C=0\) in (7). At \(s=1\), equation (4) gives \(\Gamma=\Gamma_0b\), so \(S=1=S_u\) for every shape in the model.

## Why the truncated sphere is exact

For two points on a sphere of radius \(R\) separated by a chord \(d\), both angles satisfy \(\cos\theta=d/(2R)\). Therefore

\[
K=\frac{1}{\pi d^2}\left(\frac{d}{2R}\right)^2=\frac{1}{4\pi R^2}.
\]

The distance has cancelled. A planar cut leaves all remaining wall points mutually visible, so \(b=1-A_w/(4\pi R^2)\) is constant, and by (3) it equals \(A_o/A_w\).

This fixes the radius of the example. Setting \(1-A_w/(4\pi R^2)=1/\rho\), with \(A_w=\rho\pi a^2\) and opening radius \(a\), gives

\[
R=\frac{a\rho}{2\sqrt{\rho-1}}
=\frac{0.5\times21}{2\sqrt{20}}\ \text{µm}=1.174\ \text{µm}.
\]

## Counting hits, and the limit of weak sticking

Let \(N\) be the number of wall hits a particle makes before escape when nothing sticks. Sticking does not alter the directions of the surviving particles. A path with \(N\) hits therefore survives with probability \((1-s)^N\), and

\[
S=1-\left\langle(1-s)^N\right\rangle .
\tag{9}
\]

One set of non-sticking paths thus serves all values of \(s\).

When \(b=p=1/\rho\) everywhere, each hit is followed by escape with probability \(p\), so \(N=n\) has probability \(p(1-p)^{n-1}\). Summing the geometric series,

\[
S=1-\frac{rp}{1-r(1-p)}
=\frac{1-r}{1-r+rp}
=\frac{s}{s+(1-s)/\rho},
\]

which is (6) after multiplying numerator and denominator by \(\rho\).

For \(s=0\), the constant \(\Gamma=\Gamma_0\) solves (4), because \(b+K\mathbf1=\mathbf1\). Assume a finite cavity from which particles escape after a finite mean number of hits, so that this is the steady solution. Hits per unit time divided by entries per unit time then give

\[
\langle N\rangle=\frac{\Gamma_0A_w}{\Gamma_0A_o}=\rho .
\]

This does not require constant \(b\). If the second and third moments are also finite, expanding (9) gives

\[
S=s\rho-\frac{s^2}{2}\langle N(N-1)\rangle+O(s^3).
\tag{10}
\]

The uniform formula has the same first term, and its second is \(-s^2\rho(\rho-1)\). Shape first enters at order \(s^2\), through the spread of hit numbers.

Since \((1-s)^N\le1-sN+s^2N(N-1)/2\), the absorption falls below \(s\rho\) by a relative amount of at most \(s\langle N(N-1)\rangle/(2\rho)\). The linear law \(S\simeq s\rho\) is therefore safe when this quantity is much less than 1. For the hole, the flux equation at \(s=10^{-5}\) gives \(S/(s\rho)=0.99957\). The deficit divided by \(s\) is about 43, whereas uniform flux would give \(\rho-1=20\). In this hole the condition means \(s\) well below \(1/43\). At \(s=0.01\) it is not met, and the flux equation gives \(S=0.149\), well short of the linear value \(s\rho=0.21\).

## Strong sticking and deep holes

Near \(s=1\), the leading escape comes from particles that hit once, survive and leave. First hits are distributed as \(b\,dA/A_o\), and the next flight escapes with probability \(b\). Hence

\[
1-S\simeq(1-s)P_1,\qquad P_1=\frac{1}{A_o}\int b^2\,dA .
\]

The uniform result has \(1/\rho=A_o/A_w\) in place of \(P_1\). Since the mean of \(b^2\) is at least \(\bar b^2\), \(P_1\ge A_o/A_w\). Even when \(S\) and \(S_u\) are both close to 1, the escaping fraction can be badly wrong in relative terms.

A hole of fixed diameter and increasing depth shows a stronger failure. As \(\rho\to\infty\) at fixed \(s>0\), equation (6) tends to 1. The side wall near the mouth, however, keeps the same \(b\) when the hole is deepened, so \(P_1\) stays above a positive constant. Equation (9) gives \(1-S\ge(1-s)P_1\), and for \(s<1\) the true absorption stays below 1. Extra area at the bottom cannot capture particles that turn back near the top.

## Numerical comparison

The hole has \(A_o=\pi(0.5)^2=0.785\) µm² and \(A_w=16.49\) µm², so \(\rho=1+4\times5/1=21\). A wide jar of radius 1 µm and depth 1.75 µm, with the same 1 µm mouth in its lid, has

\[
\rho=\frac{2(1)^2+2(1)(1.75)}{(0.5)^2}-1=21 .
\]

For these two and the sphere, (6) gives \(0.21/1.2=0.175\) at \(s=0.01\), \(2.1/3=0.700\) at \(s=0.1\), and \(10.5/11=0.955\) at \(s=0.5\). Ray tracing with 200,000 particles per cavity gives:

| \(s\) | \(S_u\) | sphere | jar | hole |
|---|---|---|---|---|
| 0.01 | 0.175 | 0.175 | 0.175 | 0.150 |
| 0.1 | 0.700 | 0.700 | 0.694 | 0.499 |
| 0.5 | 0.955 | 0.955 | 0.948 | 0.837 |

The standard errors are below 0.001. Solving (4) ring by ring for the hole gives 0.149, 0.497 and 0.837, which agrees with tracing within the tested tolerance of five standard errors plus the change on refining the rings. The traced mean hit numbers are \(20.96\pm0.05\) for the sphere, \(21.01\pm0.05\) for the jar and \(21.22\pm0.08\) for the hole. The last lies nearly three standard errors above 21, inside the five allowed by the test but not a close agreement.

At \(s=0.1\), \(S_u\) exceeds the ring result for the hole by \(0.700-0.497=0.203\), or 41% of the ring result. Over a scan of \(s\), the largest absolute excess found is 0.212, near \(s=0.15\). At \(s=0.5\) the excess is smaller, but the escaping fraction is \(1-0.837=0.163\) instead of 0.045, a factor of 3.6.

The direct escape probability in the hole is 0.49 in the top ring, 0.025 µm high, and averages 0.0098 over the floor. The jar does not have constant \(b\) either. For a point on the axis at distance \(h\) from the mouth and facing it, integrating the cosine distribution over the visible cone gives \(b=a^2/(a^2+h^2)\). This is 0.075 at the centre of the jar floor, while the inner face of the lid has \(b=0\). The error at the three values of \(s\) nevertheless stays below 0.01.

Placing a thin disc of radius 0.6 µm in the jar, 0.4 µm below the mouth, adds two faces and raises \(\rho\) to \(21+2(0.6)^2/(0.5)^2=23.88\). At \(s=0.1\), \(S_u\) rises to 0.726, but the traced absorption falls from 0.694 to 0.594. The axial formula gives \(b=0.61\) at the centre of the disc's upper face: many re-emitted particles there go straight out. At \(s=0.01\) the traced absorption instead rises, from 0.175 to 0.182. More area need not mean more absorption once sticking is appreciable.

## Using the formula

To infer \(s\) from a known \(S\), set \(S=S_u\) in (6) and collect the terms in \(s\):

\[
S=s\left[\rho-S(\rho-1)\right],\qquad
s_u=\frac{S}{\rho-S(\rho-1)} .
\]

Since \(dS_u/ds=\rho/[1+s(\rho-1)]^2>0\) and \(S\le S_u\), the inferred \(s_u\) is a lower bound on the true sticking probability. For the hole with \(S=0.497\), it is \(0.497/(21-9.94)=0.045\), less than half the value \(s=0.1\) used to produce that absorption.

The averaged flux cannot give step coverage when the wall flux is non-uniform, as in the hole. At \(s=0.1\) it assigns \(\Gamma_w/\Gamma_0=0.333\) to every wall point. The ring solution gives 0.755 near the mouth and 0.092 on the floor. With constant \(s\), the deposition rate is proportional to \(\Gamma\), so the initial floor-to-mouth thickness ratio is \(0.092/0.755=0.12\), not 1. At \(s=0.01\) it is \(0.622/0.929=0.67\). These ratios compare the floor mean with the top ring. Referred to a flat field outside the hole, which receives \(\Gamma_0\), the floor values are 0.092 and 0.62. The floor mean is not the minimum, since the side wall at the bottom corner receives somewhat less.

When local rates matter, or \(b\) varies strongly and sticking is not weak, solve (4). Divide the wall into elements of area \(A_i\), and let \(F_{ij}\) be the fraction emitted by element \(i\) that lands on element \(j\). Reciprocity gives \(A_iF_{ij}=A_jF_{ji}\), and the discrete balance is

\[
\Gamma_i=\Gamma_0b_i+(1-s)\sum_jF_{ij}\Gamma_j,\qquad
S=\frac{s\sum_iA_i\Gamma_i}{\Gamma_0A_o}.
\]

The elements must resolve the change of flux near the mouth and corners, and \(S\) should be checked under refinement.

The bound belongs to the stated transport model. A directed sputtered beam replaces the source \(\Gamma_0b\) by another first-hit distribution. Flux-dependent sticking makes (4) nonlinear, and specular reflection retains the memory that \(K\) omits. In each case the proof no longer applies as written, and for a directed beam the bound itself can fail. A beam along the axis of the hole makes its first hit on the floor, where \(b\) averages 0.0098. Near \(s=1\) the escaping fraction is then about \(0.0098(1-s)\), below the uniform value \((1-s)/21\), so \(S>S_u\). The full set of computed values is in the numerical output below.

## Computed values

```
opening diameter: 1.00 um; opening area Ao: 0.7854 um^2
hole depth: 5.00 um; wall area Aw: 16.4934 um^2
area ratio Aw/Ao of hole, jar and sphere: 21.000
jar radius: 1.000 um; jar depth: 1.750 um
sphere radius: 1.1739 um
baffle in jar: depth 0.40 um, radius 0.60 um
area ratio Aw/Ao of baffled jar: 23.880
traced particles per cavity: 200000
wall-averaged direct escape, hole: traced 0.04793 +- 0.00048, Ao/Aw 0.04762
mean wall hits without sticking, hole: 21.22 +- 0.08
mean wall hits without sticking, jar: 21.01 +- 0.05
mean wall hits without sticking, sphere: 20.96 +- 0.05
mean wall hits without sticking, baffled jar: 23.97 +- 0.07
s = 0.01: uniform-flux S_u = 0.1750, mean wall flux/entering flux = 0.8333
  traced S, hole: 0.1500 +- 0.0005
  traced S, jar: 0.1747 +- 0.0003
  traced S, sphere: 0.1748 +- 0.0003
  traced S, baffled jar: 0.1820 +- 0.0004 (its S_u = 0.1943)
s = 0.1: uniform-flux S_u = 0.7000, mean wall flux/entering flux = 0.3333
  traced S, hole: 0.4985 +- 0.0008
  traced S, jar: 0.6939 +- 0.0006
  traced S, sphere: 0.7000 +- 0.0006
  traced S, baffled jar: 0.5943 +- 0.0008 (its S_u = 0.7263)
s = 0.5: uniform-flux S_u = 0.9545, mean wall flux/entering flux = 0.0909
  traced S, hole: 0.8365 +- 0.0005
  traced S, jar: 0.9479 +- 0.0003
  traced S, sphere: 0.9546 +- 0.0003
  traced S, baffled jar: 0.8497 +- 0.0005 (its S_u = 0.9598)
faulty s*Aw/(Ao+s*Aw) at s = 0.5: 0.9130; at s = 1: 0.9545
hole, ring solution, s = 0.01: S = 0.1490, flux/entering flux: top ring 0.9285, floor mean 0.62158
hole, ring solution, s = 0.1: S = 0.4974, flux/entering flux: top ring 0.7547, floor mean 0.09203
hole, ring solution, s = 0.5: S = 0.8367, flux/entering flux: top ring 0.5754, floor mean 0.01410
direct escape probability in hole: top ring 0.4877, floor mean 0.00980
height of top ring: 0.025 um
largest S_u - S in hole over scan: 0.212 at s = 0.151
S/(s*Aw/Ao) in hole at s = 1e-05: 0.99957
```
